# Pauli–Gürsey symmetry of massless Dirac fields: from U(2) to U(2N): test program

```python
"""Pauli-Gursey symmetry of massless Dirac fields.

Result under test: i psibar gamma.d psi is invariant under
    psi -> exp(i beta gamma5) (a psi + b gamma5 psi^c),  |a|^2 + |b|^2 = 1,
which is U(2).  N flavours have U(2N); in an irreducible gauge representation R
this survives if R is real or pseudoreal, else U(N) x U(N) is left.
Majorana representation: gamma^mu imaginary, psi^c = complex conjugate of psi,
alpha^mu = gamma^0 gamma^mu real symmetric.  A complex field is stored as
(real part, imaginary part); L = (i/2) xi^T alpha^mu d_mu xi for Grassmann xi.
A map xi -> R xi is a symmetry if R^T alpha^mu R = alpha^mu for every mu.
Natural units hbar = c = 1.
"""
import numpy as np
import scipy.sparse as sp
from scipy.linalg import expm

s1 = np.array([[0, 1], [1, 0]], complex)
s2 = np.array([[0, -1j], [1j, 0]])
s3 = np.diag([1, -1]).astype(complex)
one2, one4 = np.eye(2), np.eye(4)
gamma = [np.kron(s1, s2), 1j * np.kron(one2, s3),
         -1j * np.kron(s2, s2), -1j * np.kron(one2, s1)]
gamma5 = 1j * gamma[0] @ gamma[1] @ gamma[2] @ gamma[3]
alpha = [gamma[0] @ g for g in gamma]
PL, PR = (one4 - gamma5) / 2, (one4 + gamma5) / 2

metric = np.diag([1, -1, -1, -1])
for m in range(4):
    assert np.allclose(gamma[m].real, 0)
    assert np.allclose(alpha[m].imag, 0) and np.allclose(alpha[m], alpha[m].T)
    assert np.allclose((alpha[m] @ gamma5).T, -alpha[m] @ gamma5)
    for n in range(4):
        anti = gamma[m] @ gamma[n] + gamma[n] @ gamma[m]
        assert np.allclose(anti, 2 * metric[m, n] * one4)
triple = alpha[1] @ alpha[2] @ alpha[3]
assert np.allclose(triple @ triple, -one4)
assert np.allclose(triple, 1j * gamma5) or np.allclose(triple, -1j * gamma5)


def real_map(linear, antilinear=None):
    """Real matrix of psi -> linear psi + antilinear conj(psi)."""
    out = np.block([[linear.real, -linear.imag], [linear.imag, linear.real]])
    if antilinear is not None:
        k = antilinear
        out = out + np.block([[k.real, k.imag], [k.imag, -k.real]])
    return out


def kinetic_defect(R):
    """Largest change of the kinetic matrices under xi -> R xi."""
    copies = np.eye(R.shape[0] // 4)
    full = [np.kron(copies, al.real) for al in alpha]
    return max(np.abs(R.T @ f @ R - f).max() for f in full)


# One flavour: explicit transformation
deg = np.pi / 180
theta, eta, zeta, beta = 30 * deg, 20 * deg, 50 * deg, 15 * deg
a = np.cos(theta) * np.exp(1j * eta)
b = np.sin(theta) * np.exp(1j * zeta)
chiral = expm(1j * beta * gamma5)
R_pg = real_map(a * chiral, b * chiral @ gamma5)
R_wrong = real_map(a * one4, b * one4)
defect_pg, defect_wrong = kinetic_defect(R_pg), kinetic_defect(R_wrong)
assert defect_pg < 1e-12 and defect_wrong > 0.1
K = real_map(0 * one4, gamma5)
assert np.allclose(K @ K, -np.eye(8))
R_chiral = real_map(chiral)
assert np.allclose(K @ R_chiral, R_chiral @ K)
assert np.allclose(expm(1j * np.pi * gamma5), -one4)

# U(2) matrix extracted from transformed spinors, then compared with formula
rng = np.random.default_rng(7)
psi = rng.normal(size=4) + 1j * rng.normal(size=4)
psi_new = chiral @ (a * psi + b * gamma5 @ psi.conj())
Phi = np.array([PL @ psi, PL @ psi.conj()])
Phi_new = np.array([PL @ psi_new, PL @ psi_new.conj()])
U = Phi_new @ np.linalg.pinv(Phi)
U_formula = np.exp(-1j * beta) * np.array([[a, -b], [b.conjugate(), a.conjugate()]])
assert np.allclose(Phi_new, U @ Phi) and np.allclose(U, U_formula)
assert np.allclose(U @ U.conj().T, one2)

# Two flavours: a generic U(4) element, and its clash with a U(1) charge
H4 = rng.normal(size=(4, 4)) + 1j * rng.normal(size=(4, 4))
W = expm(0.5j * (H4 + H4.conj().T))


def flavour_map(W):
    n = W.shape[0] // 2
    A, B, C, D = W[:n, :n], W[:n, n:], W[n:, :n], W[n:, n:]
    return real_map(np.kron(A, PL) + np.kron(D.conj(), PR),
                    np.kron(B, PL) + np.kron(C.conj(), PR))


R4 = flavour_map(W)
defect_u4 = kinetic_defect(R4)
assert defect_u4 < 1e-11
assert kinetic_defect(flavour_map(W + 0.1 * H4)) > 1e-2
W2 = expm(0.3j * (H4 + H4.conj().T) @ (H4 + H4.conj().T))
assert np.allclose(flavour_map(W2) @ R4, flavour_map(W2 @ W))
charge = real_map(1j * np.eye(8))
clash = np.abs(R4 @ charge - charge @ R4).max()
block = np.zeros((4, 4), complex)
block[:2, :2] = expm(1j * (H4 + H4.conj().T)[:2, :2])
block[2:, 2:] = expm(1j * (H4 + H4.conj().T)[2:, 2:])
R_block = flavour_map(block)
assert clash > 0.1 and kinetic_defect(R_block) < 1e-11
assert np.allclose(R_block @ charge, charge @ R_block)

# Gauge generators T (hermitian)
doublet = [s / 2 for s in (s1, s2, s3)]
triplet = []
for k in range(3):
    T = np.zeros((3, 3), complex)
    i, j = (k + 1) % 3, (k + 2) % 3
    T[i, j], T[j, i] = -1j, 1j
    triplet.append(T)
colour = []
for i, j in ((0, 1), (0, 2), (1, 2)):
    X, Y = np.zeros((3, 3), complex), np.zeros((3, 3), complex)
    X[i, j] = X[j, i] = 0.5
    Y[i, j], Y[j, i] = -0.5j, 0.5j
    colour += [X, Y]
colour += [np.diag([0.5, -0.5, 0]).astype(complex),
           np.diag([1, 1, -2]).astype(complex) / np.sqrt(12)]


def gauge_clash(R, Ts):
    gens = [real_map(1j * np.kron(T, one4)) for T in Ts]
    return max(np.abs(R @ G - G @ R).max() for G in gens)


# Mixing partner: S psi^c for pseudoreal, gamma5 S psi^c for real R
S2, S3 = 1j * s2, np.eye(3)
partner = {}
for name, S, Ts in (("doublet", S2, doublet), ("triplet", S3, triplet)):
    for T in Ts:
        assert np.allclose(S @ (-T.conj()) @ np.linalg.inv(S), T)
    unit = np.eye(4 * len(S))
    for label, spin in (("plain", one4), ("gamma5", gamma5)):
        R = real_map(a * unit, b * np.kron(S, spin))
        assert gauge_clash(R, Ts) < 1e-12
        partner[name, label] = kinetic_defect(R)
assert partner["doublet", "plain"] < 1e-12 < 0.1 < partner["doublet", "gamma5"]
assert partner["triplet", "gamma5"] < 1e-12 < 0.1 < partner["triplet", "plain"]


def symmetry_dimension(N, Ts, d, massive):
    """Count antisymmetric X commuting with alpha^i, gauge action and mass."""
    size = 8 * N * d
    copies = np.eye(2 * N * d)
    fixed = [np.kron(copies, al.real) for al in alpha[1:]]
    fixed += [real_map(1j * np.kron(np.eye(N), np.kron(T, one4))) for T in Ts]
    if massive:
        fixed.append(np.kron(copies, (1j * gamma[0]).real))
    r, c = np.triu_indices(size, 1)
    m = len(r)
    col = np.arange(m)
    basis = sp.csr_matrix((np.r_[np.ones(m), -np.ones(m)],
                           (np.r_[r * size + c, c * size + r], np.r_[col, col])),
                          shape=(size * size, m))
    eye = sp.identity(size, format="csr")
    gram = sp.csr_matrix((m, m))
    for F in fixed:
        F = sp.csr_matrix(F)
        comm = (sp.kron(F, eye) - sp.kron(eye, F.T)).tocsr() @ basis
        gram = gram + comm.T @ comm
    ev = np.linalg.eigvalsh(gram.toarray())
    zero = ev < 1e-9
    assert np.all(ev[~zero] > 1e-3)
    return int(zero.sum())


cases = [("free", [], 1, "real"),
         ("U(1) charge", [np.eye(1, dtype=complex)], 1, "complex"),
         ("SU(2) doublet", doublet, 2, "pseudoreal"),
         ("SU(2) triplet", triplet, 3, "real"),
         ("SU(3) triplet", colour, 3, "complex")]
massless_law = {"real": lambda N: 4 * N * N, "pseudoreal": lambda N: 4 * N * N,
                "complex": lambda N: 2 * N * N}
massive_law = {"real": lambda N: N * (2 * N - 1),
               "pseudoreal": lambda N: N * (2 * N + 1),
               "complex": lambda N: N * N}
table = []
for name, Ts, d, kind in cases:
    for N in ((1, 2, 3) if name == "free" else (1, 2)):
        dim0 = symmetry_dimension(N, Ts, d, False)
        dim_m = symmetry_dimension(N, Ts, d, True)
        assert dim0 == massless_law[kind](N), (name, N, dim0)
        assert dim_m == massive_law[kind](N), (name, N, dim_m)
        table.append((name, kind, N, dim0, dim_m))

# Plane wave: negative-helicity particle of momentum p
p = np.array([1.0, 2.0, 2.0])
E = np.linalg.norm(p)
H = sum(p[i] * alpha[i + 1] for i in range(3))
Sigma = [1j * gamma[2] @ gamma[3], 1j * gamma[3] @ gamma[1],
         1j * gamma[1] @ gamma[2]]
hel = sum(p[i] * Sigma[i] for i in range(3)) / E
ev, vec = np.linalg.eigh(H + gamma5)
u = vec[:, np.argmin(np.abs(ev - (E - 1)))]
assert np.allclose(H @ u, E * u) and np.allclose(gamma5 @ u, -u)
assert np.allclose(hel @ u, -u)
pos = chiral @ (a * u)                    # multiplies exp(-iEt + ip.x)
neg = chiral @ (b * gamma5 @ u.conj())    # multiplies exp(+iEt - ip.x)
assert np.allclose(H @ pos, E * pos)
assert np.allclose(-H @ neg, -E * neg)    # energy -E at wave momentum -p
assert np.allclose(hel @ neg, neg)        # removed spin +, antiparticle spin -
w_part, w_anti = np.vdot(pos, pos).real, np.vdot(neg, neg).real
assert np.isclose(w_part, abs(U[0, 0])**2)
assert np.isclose(w_anti, abs(U[0, 1])**2)


def show(z):
    return f"{z.real:+.4f} {z.imag:+.4f} i"


print("All quantities dimensionless unless a unit is given")
print(f"theta, eta, zeta, beta = {theta/deg:.0f}, {eta/deg:.0f}, "
      f"{zeta/deg:.0f}, {beta/deg:.0f} degrees")
print("a =", show(a))
print("b =", show(b))
for i in range(2):
    for j in range(2):
        print(f"U[{i+1},{j+1}] from spinors =", show(U[i, j]))
print("det U =", show(np.linalg.det(U)))
print(f"kinetic change, a psi + b gamma5 psi^c: below 1e-12 is {defect_pg < 1e-12}")
print(f"kinetic change, a psi + b psi^c (no gamma5) = {defect_wrong:.4f}")
print(f"kinetic change, generic U(4), N=2: below 1e-11 is {defect_u4 < 1e-11}")
print(f"commutator of that U(4) element with U(1) charge = {clash:.4f}")
for (name, label), val in partner.items():
    text = "0 (below 1e-12)" if val < 1e-12 else f"{val:.4f}"
    print(f"SU(2) {name}, {label} partner: kinetic change = {text}")
print("Symmetry dimensions: case, type, N, massless, massive")
for name, kind, N, d0, dm in table:
    print(f"  {name:14s} {kind:11s} N={N}  {d0:3d}  {dm:3d}")
print(f"plane wave p = ({p[0]:.0f}, {p[1]:.0f}, {p[2]:.0f}), "
      f"E = {E:.4f} (same arbitrary energy unit)")
print(f"particle weight = {w_part:.4f}")
print(f"antiparticle weight = {w_anti:.4f}")
print(f"mean fermion number = {w_part - w_anti:.4f}")
print("PASS")
```

It prints:

```
All quantities dimensionless unless a unit is given
theta, eta, zeta, beta = 30, 20, 50, 15 degrees
a = +0.8138 +0.2962 i
b = +0.3214 +0.3830 i
U[1,1] from spinors = +0.8627 +0.0755 i
U[1,2] from spinors = -0.4096 -0.2868 i
U[2,1] from spinors = +0.2113 -0.4532 i
U[2,2] from spinors = +0.7094 -0.4967 i
det U = +0.8660 -0.5000 i
kinetic change, a psi + b gamma5 psi^c: below 1e-12 is True
kinetic change, a psi + b psi^c (no gamma5) = 0.7500
kinetic change, generic U(4), N=2: below 1e-11 is True
commutator of that U(4) element with U(1) charge = 0.9682
SU(2) doublet, plain partner: kinetic change = 0 (below 1e-12)
SU(2) doublet, gamma5 partner: kinetic change = 0.7500
SU(2) triplet, plain partner: kinetic change = 0.7500
SU(2) triplet, gamma5 partner: kinetic change = 0 (below 1e-12)
Symmetry dimensions: case, type, N, massless, massive
  free           real        N=1    4    1
  free           real        N=2   16    6
  free           real        N=3   36   15
  U(1) charge    complex     N=1    2    1
  U(1) charge    complex     N=2    8    4
  SU(2) doublet  pseudoreal  N=1    4    3
  SU(2) doublet  pseudoreal  N=2   16   10
  SU(2) triplet  real        N=1    4    1
  SU(2) triplet  real        N=2   16    6
  SU(3) triplet  complex     N=1    2    1
  SU(3) triplet  complex     N=2    8    4
plane wave p = (1, 2, 2), E = 3.0000 (same arbitrary energy unit)
particle weight = 0.7500
antiparticle weight = 0.2500
mean fermion number = 0.5000
PASS
```
